\section*{Electron collisions can lift a constriction's conductance above the Sharvin value}

\section{Definitions and conventions}

A thin insulating screen lies along $y=0$ in a two-dimensional electron system. It has one slit, $|x|<w/2$. The electrons have degeneracy $g$, an isotropic Fermi line of radius $k_F$, speed $v_F$, density $n=gk_F^2/4\pi$ and mass parameter $m=\hbar k_F/v_F$. The treatment is semiclassical, $k_Fw\gg1$, and linear in the electrochemical potential difference $eV$ between the regions far below and far above the screen.

An electron moves along $\hat v=(\cos\theta,\sin\theta)$. The shift of the electrochemical potential for that direction is $eVf(\mathbf r,\theta)$, with $f=+\tfrac12$ far below and $f=-\tfrac12$ far above. The electric potential is included in $f$, so no separate field term appears. Let $\langle\cdot\rangle=\int d\theta/2\pi$ and $\mathbf j=2\langle\hat v f\rangle$. Electrical current is counted positive along the particle flow. Its density is
\begin{equation}
\mathbf J=\frac{ge^2Vk_F}{4\pi^2\hbar}\int d\theta\,\hat v f=\frac{ge^2k_F}{4\pi\hbar}V\,\mathbf j .
\end{equation}

Collisions between electrons have mean free path $l$ and conserve density and momentum:
\begin{equation}
\hat v\cdot\nabla f=-\frac1l\,(f-Pf),\qquad Pf=\langle f\rangle+\hat v\cdot\mathbf j .
\label{kin}
\end{equation}
All angular harmonics from the second upward thus decay at one rate, $v_F/l$. Loss of momentum in the bulk is neglected at first.

\section{The belief and its sound part}

The belief is that no constriction of width $w$ can conduct better than its Sharvin value, and that collisions can only lower the conductance. Without collisions, upward movers in the slit come from below with $f=\tfrac12$, and downward movers have $f=-\tfrac12$. Hence
\begin{equation}
j_y=\frac1\pi\left[\int_0^\pi\frac{\sin\theta}{2}\,d\theta-\int_\pi^{2\pi}\frac{\sin\theta}{2}\,d\theta\right]=\frac2\pi ,\qquad
G_S=\frac{ge^2k_Fw}{2\pi^2\hbar}=\frac{ge^2}{h}\,\frac{k_Fw}{\pi}.
\end{equation}
The slit carries $k_Fw/\pi$ modes, each contributing $ge^2/h$.

For independent electrons this is a bound, with $k_F$ taken at its value in the slit; the density is assumed uniform here. Elastic scattering from impurities or walls redistributes electrons with positive probabilities, so $f$ at any point is a weighted average of the reservoir values $\pm\tfrac12$. Upward movers cannot exceed $+\tfrac12$, downward movers cannot fall below $-\tfrac12$, and $j_y\le2/\pi$. The quantum counterpart is that no mode transmits with probability above one.

The step that fails is the extension to electrons that collide with each other. In (\ref{kin}) the weight for going from direction $\theta$ to $\theta'$ is
\begin{equation}
1+2\cos(\theta'-\theta),
\end{equation}
which is negative when the two directions differ by more than $120^\circ$. This is no negative probability, since $f$ is a deviation from equilibrium: a stream of extra electrons knocks counter-moving electrons out of their states. The averaging argument, and the bound with it, is lost.

\section{Rare collisions already raise the conductance}

Take $w\ll l$ and treat collisions to first order. Above the screen, at distance $r\gg w$ and polar angle $\varphi$, electrons from the slit fill a narrow window of directions around $\varphi$, of width $\alpha=w\sin\varphi/r$. There $f$ exceeds its isotropic background by 1; the background itself is unaffected by collisions. Per unit path, collisions feed the direction back to the slit, $\theta'=\varphi+\pi$, with
\begin{equation}
\frac{\alpha}{2\pi l}\,(1+2\cos\pi)=-\frac{\alpha}{2\pi l}.
\end{equation}
Directions that hit the slit again span the same angle $\alpha$, so unit area returns $-\alpha^2/2\pi l$. A deficit of returning electrons is a gain in net flow. The region below contributes equally. In these units the ballistic flow is $\int dx\int_0^\pi\sin\theta\,d\theta=2w$, and the relative gain from radii between $R_1$ and $R_2$ is
\begin{equation}
\frac{1}{2w}\cdot2\int_{R_1}^{R_2}\!r\,dr\int_0^\pi\!d\varphi\,\frac{w^2\sin^2\varphi}{2\pi l\,r^2}
=\frac{w}{4l}\ln\frac{R_2}{R_1}.
\label{log}
\end{equation}
The form holds from $r\sim w$ up to $r\sim l$, beyond which rays no longer reach the slit freely. To leading logarithm,
\begin{equation}
\frac{G}{G_S}\simeq1+\frac{w}{4l}\ln\frac lw\qquad(w\ll l).
\end{equation}
The constant beside the logarithm is not small: at $w=0.01\,l$ this formula gives a gain of 0.0115, against 0.0155 from the full solution below. If collisions destroyed momentum, the weight would be 1 instead of $1+2\cos\pi=-1$, and (\ref{log}) would change sign. Conservation of momentum, not the mere presence of collisions, produces the gain.

\section{An equation for any collision rate}

Lengths are now in units of $l$. The wall is modelled as a force that absorbs momentum on the line: the term $F(x)\sin\theta\,\delta(y)$ is added to the right of (\ref{kin}). At the line $\sin\theta\,\partial_yf=F\sin\theta\,\delta(y)$, so $f$ jumps by $F$ in every direction. An isotropic jump carries no current, and $\mathbf j$ is continuous.

For a closed screen, $F=-1$ everywhere, $f=\pm\tfrac12$ on the two sides and $\mathbf j=0$. Opening the slit changes this to $F=-1+\phi(x)$. In the slit there is no force, so $\phi=1$; on the wall $F$ must be such that $j_y=0$. If $R$ denotes the linear response of $j_y$ on the line to a force on the line, then
\begin{equation}
R^{-1}j_y=1\ \ (|x|<w/2),\qquad j_y=0\ \ (|x|>w/2).
\label{slit}
\end{equation}
The equations keep their form under $y\to-y$, $\theta\to-\theta$, $f\to-f$. Therefore $j_x$ is odd in $y$ and, being continuous, vanishes on the line: the fluid does not slip. The force is normal to the screen, so the wall absorbs only momentum along $y$. Without collisions, an electron arriving with $f=\tfrac12$ leaves with $-\tfrac12$, the value an ordinary wall would send into the upper region. Both limits are thus those of a real momentum-absorbing wall; between them this is a model.

To find $R$, take a plane wave with wave vector $\mathbf K=(k,q)$ and let $\phi_v$ be the angle between $\hat v$ and $\mathbf K$. A force component $F_L$ along $\mathbf K$ is balanced by an isotropic $f=F_L/iK$, a pressure without current. For a transverse component $F_T$, with $u=2\langle\sin\phi_v f\rangle$,
\begin{equation}
(1+iK\cos\phi_v)f=(F_T+u)\sin\phi_v .
\end{equation}
Multiplying by $2\sin\phi_v/(1+iK\cos\phi_v)$ and averaging gives $u=(F_T+u)A$. The imaginary part averages to zero. With $S=\sqrt{1+K^2}$ and $K^2\sin^2\phi_v=S^2-(1+K^2\cos^2\phi_v)$,
\begin{equation}
A=2\left\langle\frac{\sin^2\phi_v}{1+K^2\cos^2\phi_v}\right\rangle
=\frac{2}{K^2}\left(\frac{S^2}{S}-1\right)=\frac{2}{S+1},
\end{equation}
where $\langle1/(1+K^2\cos^2\phi_v)\rangle=1/S$ and $K^2=(S-1)(S+1)$ were used. Hence $u=F_TA/(1-A)=2F_T/(S-1)$.

A force along $y$ yields a transverse current whose $y$ component carries the factor $k^2/K^2$. Summing over $q$, with $q=k\tan t$ and $k>0$,
\begin{align}
R(k)&=\int\frac{dq}{2\pi}\,\frac{k^2}{K^2}\,\frac{2}{S-1}
=\int\frac{dq}{\pi}\,\frac{k^2(S+1)}{K^4}\nonumber\\
&=\frac1{\pi k}\int_{-\pi/2}^{\pi/2}\!\left(\cos^2t+\cos t\sqrt{\cos^2t+k^2}\right)dt .
\end{align}
The first term integrates to $\pi/2$. In the second, $s=\sin t$ gives $\int_{-1}^{1}\sqrt{1+k^2-s^2}\,ds=k+(1+k^2)\arctan(1/k)$. So
\begin{equation}
R(k)=\frac1{2k}+\frac1\pi\left[1+\left(k+\frac1k\right)\arctan\frac1k\right].
\end{equation}
For $k\gg1$, $R\to2/\pi$, and (\ref{slit}) returns the Sharvin flow. For $k\ll1$, $R\to1/k$.

\section{Frequent collisions: viscous flow}

For $w\gg l$ equation (\ref{slit}) becomes $|k|j_y=1$ in the slit. Let $a=w/2$ and $z=x+iy$. The function
\begin{equation}
U=\mathrm{Re}\left[\sqrt{a^2-z^2}+iz\right]
\end{equation}
is harmonic for $y>0$ and decays at infinity. On $y=0$ it equals $\sqrt{a^2-x^2}$ in the slit and zero outside. Decaying harmonic modes vary as $e^{-|k|y}$, so $|k|$ acts as $-\partial_y$ at $y=0$. In the slit
\begin{equation}
-\partial_yU=-\mathrm{Re}\left[i\left(i-\frac{x}{\sqrt{a^2-x^2}}\right)\right]=1 .
\end{equation}
The solution is therefore $j_y=\sqrt{w^2/4-x^2}/l$, with $l$ restored. Its integral is $\pi w^2/8l$, while the ballistic one is $2w/\pi$:
\begin{equation}
\frac{G_{\rm vis}}{G_S}=\frac{\pi^2}{16}\frac wl .
\end{equation}

To bring in the viscosity, note that $u\to4F_T/K^2$ for small $K$. With units restored this is $\nu K^2u=v_FF_T$, the balance of viscous friction and force, with $\nu=v_Fl/4$ and $\eta=nm\nu=n\hbar k_Fl/4$. Inserting $G_S$, $gk_F=4\pi n/k_F$ and $\hbar k_Fl=4\eta/n$,
\begin{equation}
G_{\rm vis}=\frac{ge^2k_Fw^2}{32\hbar l}=\frac{\pi ne^2w^2}{8\hbar k_Fl}=\frac{\pi n^2e^2w^2}{32\,\eta}.
\end{equation}
The conductance grows as the square of the width, and a shorter $l$ increases it. The resistance comes from viscous shear in the converging and diverging flow, and frequent collisions reduce it by lowering $\eta$. It is not friction along the wall: the velocity field is proportional to $(-y\,\partial_xU,\;U-y\,\partial_yU)$, whose shear stress, proportional to $y\,\partial_x\partial_yU$, vanishes on the wall. About two thirds of the dissipation occurs farther than $w/2$ from the centre of the slit.

\section{Do the two conductances add?}

The sum $G_S+G_{\rm vis}$ has the right leading term at both ends, but it is an interpolation. It lacks the logarithm at small $w/l$. For wide slits the next term comes from the edges. Near one edge, let $x$ run inward and write $R^{-1}=|k|H$, so that $H=1/(|k|R)$ and $H(0)=1$. The current vanishes for $x<0$, so $\hat j(k)=\int_0^\infty j_y\,e^{-ikx}dx$ is analytic for $\mathrm{Im}\,k<0$. The force $F=\phi-1$ is confined to $x<0$, and its transform is analytic for $\mathrm{Im}\,k>0$. The constant 1 contributes only at $k=0$, so for $k\ne0$ this transform equals $|k|H\hat j$. Factoring $|k|H$ into parts analytic in the two half-planes leaves, for the solution growing as $\sqrt x$, $\hat j\propto k^{-3/2}/H_<(k)$, where
\begin{equation}
\ln H_<(k)=-\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\ln H(t)}{t-k}\,dt\simeq-ik\delta,\qquad
\delta=\frac l\pi\int_0^\infty\frac{\ln[tR(t)]}{t^2}\,dt .
\end{equation}
The term of order $k^0$ vanishes because $\ln H$ is even and zero at $t=0$. Far from the edge on the scale of $l$, the factor $e^{ik\delta}$ turns $\sqrt x$ into $\sqrt{x+\delta}$: each edge acts as if moved outward by $\delta$. Thus $w\to w+2\delta$ and $G\simeq G_{\rm vis}(1+4\delta/w)$. Additivity would require $4\delta/w=16l/\pi^2w$, or $\delta=0.405\,l$. Numerical integration gives $0.417\,l$. The sum is close at this order, but not exact.

Between the limits I expanded $j_y$ in the 40 lowest even Legendre polynomials of $2x/w$, projected (\ref{slit}) on them and solved the linear system numerically:
\begin{center}
\begin{tabular}{rccc}
$w/l$ & $G/G_S$ & $1+\pi^2w/16l$ & excess over sum\\
0.01 & 1.015 & 1.006 & 0.9\%\\
0.10 & 1.105 & 1.062 & 4.1\%\\
1.00 & 1.720 & 1.617 & 6.4\%\\
2.00 & 2.337 & 2.234 & 4.6\%\\
10.0 & 7.230 & 7.169 & 0.9\%\\
30.0 & 19.55 & 19.51 & 0.2\%
\end{tabular}
\end{center}
On a grid of 40 widths from $0.01\,l$ to $60\,l$ the largest deviation is 6.9\% of the sum, near $w=0.55\,l$. The small percentage at $w=0.01\,l$ conceals a poor prediction of the gain itself: the solution gives 0.0155, the sum 0.0062.

\section{A graphene slit}

Take $w=500$ nm, $n=10^{12}$ cm$^{-2}$, $v_F=10^6$ m/s, $g=4$ and $l=250$ nm. These are rough values for clean encapsulated graphene near 150 K; $l$ is the least certain. Then $k_F=\sqrt{\pi n}=0.177$ nm$^{-1}$ and $k_Fw/\pi=28.2$. With $4e^2/h=0.155$ mS,
\begin{equation}
G_S=28.2\times0.155\ \mathrm{mS}=4.37\ \mathrm{mS},\qquad
G_{\rm vis}=\frac{\pi^2}{16}\times2\times4.37\ \mathrm{mS}=5.39\ \mathrm{mS}.
\end{equation}
The sum is 9.76 mS. The solved value is $2.34\,G_S=10.2$ mS, or 98 $\Omega$, against the supposed minimum of 229 $\Omega$.

A real device also loses momentum in the bulk. For a rough mobility $\mu=2\times10^5$ cm$^2$/Vs the sheet resistance is $\rho=1/ne\mu=31\ \Omega$. Radial flow in a half-plane adds $\rho\,dr/\pi r$. From $r=w/2=250$ nm to contacts at 2500 nm, both sides together give $(2\rho/\pi)\ln10=46\ \Omega$. Simple addition yields about 144 $\Omega$, still below 229 $\Omega$. The addition is only an estimate, and a low one: it leaves out the ohmic loss within $r<w/2$, and momentum loss also screens viscous flow. With loss path $l_p=\hbar k_F\mu/e=2.3\ \mu$m, balancing $\nu\nabla^2\mathbf u$ against $v_F\mathbf u/l_p$ gives the length $\tfrac12\sqrt{ll_p}=382$ nm, comparable with the slit. The growth as $w^2$ therefore needs $l\ll w\ll\tfrac12\sqrt{ll_p}$, a window these parameters do not provide.

Thermal smearing at fixed density lowers the Sharvin value by 2\%, and wave effects at the edges shift it by a fraction of a mode: for a scalar wave through a thin slit, by about a quarter of a mode (0.9\%), downward if the wave vanishes on the screen and upward if its normal derivative does. The single collision rate matters far more. Expand the transverse response as $f=\sum_mb_m\sin m\phi_v$ with decay rates $\gamma_m$ in units of $v_F/l$, where $\gamma_1=0$ and $\gamma_2=1$. Since $\cos\phi_v$ couples neighbouring harmonics,
\begin{equation}
\gamma_mb_m+\frac{iK}{2}(b_{m-1}+b_{m+1})=F_T\delta_{m1},\quad b_0=0,
\end{equation}
and elimination from high $m$ downward gives
\begin{equation}
u=b_1=\frac{4X_2}{K^2}F_T,\qquad X_m=\gamma_m+\frac{K^2}{4X_{m+1}} .
\end{equation}
A smaller odd rate lowers the odd $X_m$ and raises $X_2$, hence the response at every $K>0$. As a trial, I reduced the rates of harmonics 3, 5 and 7 to one tenth, with $w$ and $l$ held fixed. The solved ratio rises from 2.34 to 3.98. The additive formula, which knows only the second harmonic through $\eta$, then falls far short at this width. One tenth for all three is a strong reduction: for a parabolic band with contact interaction at $k_BT/E_F=0.11$ these rates are roughly 0.4, 0.7 and 0.9, and the ratio is about 2.8. How slow the odd harmonics are in a given sample is not determined here, nor is the effect of other wall models at this width. The figure of 10.2 mS thus belongs to the single-rate model with the line-force wall.

The Sharvin value remains the semiclassical ceiling for independent electrons, up to wave corrections of a fraction of a mode, provided it is evaluated with the $k_F$ inside the slit. In a gated sheet charge gathers at etched edges. A classical electrostatic estimate for a straight cut 50--200 nm wide and a gate 30--300 nm away puts the mean $k_F$ within 250 nm of the edge about 3--14\% above its bulk value, so a small excess over the Sharvin value computed from the bulk density does not by itself prove collisions. Electrons that exchange momentum with each other can exceed it, provided they lose little momentum in the bulk between the contacts.
